**Nucleation driving force from parallel tangents in a regular solution**

The program compares the driving force $D$, the free energy released per atom of the first nucleus, with the drop $h$ to the common tangent, counted per atom of the whole alloy. Here $x_0$, $x_e$ and $x_b$ are the alloy, equilibrium matrix and equilibrium precipitate compositions, and $f$ is the final precipitate fraction. It asserts that $h$ agrees with a search over two-phase mixtures and with the integral of the running release, and that $D$ agrees with a small finite transfer of material and with the equal fall of both chemical potentials. It also asserts $D>h/f$ and $D/h>x_b/x_0$ at 200 compositions in the metastable range, the failure of the first bound at $x_0=1/2$, the factor of two near saturation, and the dilute limit. The classical barrier and critical radius are compared with the maximum of the free energy of a closed system of $10^9$ atoms containing one nucleus. For $x_0=0.02$ at 600 K the output gives $D=38.0$ meV and $h=0.257$ meV, a ratio of 148. Using $h$ in place of $D$ raises the barrier from 2.6 eV to about $5.7\times10^4$ eV.

## Numerical check

```python
# Result under test: the driving force for nucleation in a binary alloy is
#   D = max over y of [ g(x0) + g'(x0)(y - x0) - g(y) ]   (parallel tangents),
# per atom of nucleus. It is not the drop h from g(x0) to the common tangent,
# which is the energy released per atom of the whole alloy at completion.
# Outside the spinodal D >= h/f, with f the final precipitate fraction.
# Model: regular solution, both phases on one curve with a miscibility gap,
#   g(x) = Omega x(1-x) + kT [x ln x + (1-x) ln(1-x)],  x = solute fraction.
# Symbols: xe, xb = equilibrium matrix and precipitate compositions,
#   y = nucleus composition, gamma = interface energy, v = atomic volume.
# Energies in eV, lengths in angstrom, temperatures in kelvin.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

K_B = const.k / const.e
OMEGA = 0.25
TEMPERATURE = 600.0
X0 = 0.02
VOLUME = 15.0
GAMMA = 0.010


def g(x, kT):
    return OMEGA * x * (1 - x) + kT * (x * np.log(x) + (1 - x) * np.log(1 - x))


def slope(x, kT):
    return OMEGA * (1 - 2 * x) + kT * np.log(x / (1 - x))


def spinodal(kT):
    return 0.5 * (1 - np.sqrt(1 - 2 * kT / OMEGA))


def solubility(kT):
    # The curve is symmetric about x = 1/2, so the common tangent is level.
    return brentq(slope, 1e-12, spinodal(kT), args=(kT,), xtol=1e-16)


def tangent_distance(x, y, kT):
    return g(x, kT) + slope(x, kT) * (y - x) - g(y, kT)


def parallel_tangent(x, kT):
    y = brentq(lambda z: slope(z, kT) - slope(x, kT),
               1 - spinodal(kT), 1 - 1e-13, xtol=1e-15)
    return y, tangent_distance(x, y, kT)


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


kT = K_B * TEMPERATURE
xs = spinodal(kT)
xe = solubility(kT)
xb = 1 - xe
fraction = (X0 - xe) / (xb - xe)
drop = g(X0, kT) - g(xe, kT)
y_nuc, drive = parallel_tangent(X0, kT)
assert xe < X0 < xs

# Drop: lowest energy of any two-phase mixture with mean composition X0.
a = np.linspace(0.001, 0.0199, 2000)[:, None]
b = np.linspace(0.5, 0.9999, 2000)[None, :]
mixture = g(a, kT) + (g(b, kT) - g(a, kT)) * (X0 - a) / (b - a)
drop_search = g(X0, kT) - mixture.min()
assert close(drop_search, drop, 1e-4)


# Driving force: really transfer a small fraction phi of all atoms.
def energy_per_nucleus_atom(phi, y):
    matrix = (X0 - phi * y) / (1 - phi)
    total = (1 - phi) * g(matrix, kT) + phi * g(y, kT)
    return (total - g(X0, kT)) / phi


trial = np.linspace(0.03, 0.99999, 100000)
transfer = energy_per_nucleus_atom(1e-6, trial)
drive_transfer = -transfer.min()
assert close(drive_transfer, drive, 3e-4)  # finite phi drains the matrix
assert abs(trial[transfer.argmin()] - y_nuc) < 1e-4


# Both chemical potentials must fall by the same amount.
def chemical_potentials(x):
    return (OMEGA * x**2 + kT * np.log(1 - x),
            OMEGA * (1 - x)**2 + kT * np.log(x))


fall_A, fall_B = (m - n for m, n in zip(chemical_potentials(X0),
                                        chemical_potentials(y_nuc)))
assert close(fall_A, drive, 1e-8) and close(fall_B, drive, 1e-8)


# The drop is the driving force summed over the draining of the matrix.
def running_drive(phi):
    matrix = (X0 - phi * xb) / (1 - phi)
    return tangent_distance(matrix, xb, kT)


drop_integral = quad(running_drive, 0, fraction, epsabs=1e-13)[0]
assert close(drop_integral, drop_search, 1e-4)

# Lower bounds on the driving force over the whole metastable range.
for x in np.linspace(1.01 * xe, 0.999 * xs, 200):
    h = g(x, kT) - g(xe, kT)
    f = (x - xe) / (xb - xe)
    best = parallel_tangent(x, kT)[1]
    at_xb = tangent_distance(x, xb, kT)
    assert best >= at_xb - 1e-14
    assert at_xb > h / f and best / h > xb / x

# Inside the spinodal the bound is lost.
drop_mid = g(0.5, kT) - g(xe, kT)
drive_mid = parallel_tangent(0.5, kT)[1]
fraction_mid = (0.5 - xe) / (xb - xe)
assert drive_mid < drop_mid / fraction_mid
assert close(drive_mid, drop_mid, 1e-8)

# Near saturation the driving force is twice the drop per precipitate atom.
x_near = 1.01 * xe
h_near = g(x_near, kT) - g(xe, kT)
f_near = (x_near - xe) / (xb - xe)
factor_near = parallel_tangent(x_near, kT)[1] * f_near / h_near
assert abs(factor_near - 2) < 0.02

# Dilute limit at fixed supersaturation S = 2.
S = 2.0
rows = []
for T in (1000.0, 600.0, 450.0, 300.0):
    t = K_B * T
    e = solubility(t)
    assert S * e < spinodal(t)
    d = parallel_tangent(S * e, t)[1]
    h = g(S * e, t) - g(e, t)
    d_dilute = t * np.log(S)
    h_dilute = t * e * (S * np.log(S) - S + 1)
    rows.append((T, S * e, d / h, d / d_dilute, h / h_dilute))
assert abs(rows[-1][3] - 1) < 0.01 and abs(rows[-1][4] - 1) < 0.01
errors = [abs(row[3] - 1) for row in rows]
assert all(p > q for p, q in zip(errors, errors[1:]))
ratios = [row[2] for row in rows]
assert all(p < q for p, q in zip(ratios, ratios[1:]))


# Barrier: closed system of 1e9 atoms holding one spherical nucleus.
def radius(force):
    return 2 * GAMMA * VOLUME / force


def barrier(force):
    return 16 * np.pi * GAMMA**3 * VOLUME**2 / (3 * force**2)


def work_of_formation(n):
    phi = n / 1e9
    bulk = minimize_scalar(lambda y: energy_per_nucleus_atom(phi, y),
                           bounds=(0.9, 1 - 1e-6), method="bounded",
                           options={"xatol": 1e-9}).fun
    r = (3 * n * VOLUME / (4 * np.pi))**(1 / 3)
    return n * bulk + 4 * np.pi * r**2 * GAMMA


top = minimize_scalar(lambda n: -work_of_formation(n), bounds=(5, 5000),
                      method="bounded", options={"xatol": 1e-4})
r_top = (3 * top.x * VOLUME / (4 * np.pi))**(1 / 3)
assert close(-top.fun, barrier(drive), 1e-3)
assert close(r_top, radius(drive), 1e-2)  # position of a flat maximum

per_precipitate = drop / fraction
to_kJ_mol = const.e * const.N_A / 1000
print(f"Omega = {OMEGA:.3f} eV; T = {TEMPERATURE:.0f} K; kT = {1e3*kT:.3f} meV")
print(f"matrix composition x0 = {X0:.4f}")
print(f"atomic volume = {VOLUME:.1f} A^3; gamma = {1e3*GAMMA:.1f} meV/A^2")
print(f"equilibrium matrix xe = {xe:.6f}; precipitate xb = {xb:.6f}")
print(f"spinodal composition = {xs:.5f}; supersaturation x0/xe = {X0/xe:.4f}")
print(f"final precipitate fraction f = {fraction:.6f}")
print(f"g(x0) = {1e3*g(X0, kT):.4f} meV; g(xe) = {1e3*g(xe, kT):.4f} meV")
print(f"matrix tangent slope g'(x0) = {1e3*slope(X0, kT):.4f} meV")
print(f"nucleus composition y = {y_nuc:.6f}; g(y) = {1e3*g(y_nuc, kT):.4f} meV")
print(f"drop h = {1e3*drop:.5f} meV per alloy atom")
print(f"drop h by mixture search = {1e3*drop_search:.5f} meV per alloy atom")
print(f"drop h by integral = {1e3*drop_integral:.5f} meV per alloy atom")
print(f"driving force D = {1e3*drive:.4f} meV per nucleus atom")
print(f"D by finite transfer = {1e3*drive_transfer:.4f} meV per nucleus atom")
print(f"D converted = {drive*to_kJ_mol:.4f} kJ/mol of nucleus atoms")
print(f"fall of mu_A = {1e3*fall_A:.4f} meV; fall of mu_B = {1e3*fall_B:.4f} meV")
print(f"D at y = xb: {1e3*tangent_distance(X0, xb, kT):.4f} meV")
print(f"h/f = {1e3*per_precipitate:.4f} meV per precipitate atom")
print(f"D/h = {drive/drop:.2f}; 1/f = {1/fraction:.2f}; xb/x0 = {xb/X0:.2f}")
print(f"D/(h/f) = {drive/per_precipitate:.4f}")
for share in (0.0, 0.5, 1.0):
    value = 1e3 * running_drive(share * fraction)
    print(f"running D at {share:.1f} of final fraction = {abs(value):.4f} meV")
print(f"D/(h/f) at x0 = 1.01 xe: {factor_near:.4f}")
print(f"x0 = 0.5: D = {1e3*drive_mid:.3f} meV; h = {1e3*drop_mid:.3f} meV; "
      f"h/f = {1e3*drop_mid/fraction_mid:.3f} meV")
print("Fixed S = 2: T (K), x0, D/h, D/(kT ln S), h/(dilute formula)")
for T, x, ratio, d_rel, h_rel in rows:
    print(f"  {T:.0f}  {x:.4e}  {ratio:.2f}  {d_rel:.4f}  {h_rel:.4f}")
for name, force in (("D", drive), ("h/f", per_precipitate), ("h", drop)):
    print(f"using {name}: r* = {radius(force):.3f} A; "
          f"W* = {barrier(force):.4f} eV = {barrier(force)/kT:.2f} kT")
print(f"closed system: r* = {r_top:.3f} A; W* = {-top.fun:.4f} eV; "
      f"atoms = {top.x:.1f}")
print(f"barrier error factor (D/h)^2 = {(drive/drop)**2:.1f}")
print("finished without a failed check")
```

Printed output:

```
Omega = 0.250 eV; T = 600 K; kT = 51.704 meV
matrix composition x0 = 0.0200
atomic volume = 15.0 A^3; gamma = 10.0 meV/A^2
equilibrium matrix xe = 0.008556; precipitate xb = 0.991444
spinodal composition = 0.11713; supersaturation x0/xe = 2.3374
final precipitate fraction f = 0.011643
g(x0) = -0.1690 meV; g(xe) = -0.4260 meV
matrix tangent slope g'(x0) = 38.7773 meV
nucleus composition y = 0.996119; g(y) = -0.3478 meV
drop h = 0.25699 meV per alloy atom
drop h by mixture search = 0.25699 meV per alloy atom
drop h by integral = 0.25699 meV per alloy atom
driving force D = 38.0301 meV per nucleus atom
D by finite transfer = 38.0291 meV per nucleus atom
D converted = 3.6693 kJ/mol of nucleus atoms
fall of mu_A = 38.0301 meV; fall of mu_B = 38.0301 meV
D at y = xb: 37.9270 meV
h/f = 22.0731 meV per precipitate atom
D/h = 147.98; 1/f = 85.89; xb/x0 = 49.57
D/(h/f) = 1.7229
running D at 0.0 of final fraction = 37.9270 meV
running D at 0.5 of final fraction = 23.5458 meV
running D at 1.0 of final fraction = 0.0000 meV
D/(h/f) at x0 = 1.01 xe: 1.9964
x0 = 0.5: D = 27.088 meV; h = 27.088 meV; h/f = 54.175 meV
Fixed S = 2: T (K), x0, D/h, D/(kT ln S), h/(dilute formula)
  1000  1.6140e-01  16.40  0.3769  0.5110
  600  1.7113e-02  203.32  0.8766  0.9041
  450  3.2322e-03  1103.17  0.9689  0.9751
  300  1.2639e-04  28384.72  0.9982  0.9985
using D: r* = 7.888 A; W* = 2.6066 eV = 50.41 kT
using h/f: r* = 13.591 A; W* = 7.7376 eV = 149.65 kT
using h: r* = 1167.356 A; W* = 57081.4351 eV = 1104004.25 kT
closed system: r* = 7.889 A; W* = 2.6066 eV; atoms = 137.1
barrier error factor (D/h)^2 = 21898.7
finished without a failed check
```
